# Wagner's parabolic scaling rate from coupled ionic and electronic fluxes: a program that tests the result

```python
"""
Wagner's parabolic rate constant for a dense oxide scale of thickness X:
    dX/dt = k/X,
    k = Omega_O/(4 e^2) * integral of s_ion*s_el/(s_ion+s_el) d(mu_O)
s_ion, s_el : ionic and electronic conductivity
mu_O        : chemical potential per oxygen atom, (kT/2) ln p(O2) + constant
Omega_O     : oxide volume per oxygen atom
Model oxide MO: doubly charged cation vacancies (v), holes (h), fixed donors.
v and h are amounts per donor; reduced fluxes use D_v = 1 and donor density = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import (quad, solve_bvp, solve_ivp, trapezoid,
                             cumulative_trapezoid)
from scipy.optimize import brentq

# ---------------------------------------------------------------- parameters
temperature = 1300.0           # K
omega_o = 20e-30               # m^3
donor_fraction = 1e-3          # donors per formula unit
d_vac, d_hole = 1e-11, 1e-9    # m^2/s
mass_action = 2e-10            # (site fraction)^3 at p = 1 bar
p_in, p_out = 1e-11, 1.0       # bar
relative_permittivity = 10.0
e = const.e
kT = const.k * temperature
donor_density = donor_fraction / omega_o
ratio = d_hole / d_vac


def holes(p):
    """Holes per donor from mass action v*h^2 and neutrality 2v = 1 + h."""
    target = mass_action * np.sqrt(p) / donor_fraction**3
    return brentq(lambda h: 0.5 * (1 + h) * h * h - target, 0.0, 100.0,
                  xtol=1e-16, rtol=1e-13)


def conductivities(p):
    """Ionic and electronic conductivity in S/m (Nernst-Einstein)."""
    h = holes(p)
    v = 0.5 * (1 + h)
    unit = e**2 * donor_density / kT
    return 4 * unit * d_vac * v, unit * d_hole * h


def series(a, b):
    return a * b / (a + b)


def integral_lnp(function):
    return quad(lambda q: function(*conductivities(np.exp(q))),
                np.log(p_in), np.log(p_out), epsabs=1e-13, epsrel=1e-9,
                limit=200)[0]


# ------------------------------------------- rate constant from the integral
prefactor = omega_o * kT / (8 * e**2)
k_wagner = prefactor * integral_lnp(series)
k_ion_only = prefactor * integral_lnp(lambda a, b: a)
k_el_only = prefactor * integral_lnp(lambda a, b: b)
eta_drop = -0.25 * integral_lnp(lambda a, b: a / (a + b))   # units of kT

# Closed form from the ambipolar diffusivity, integrated over h by hand
h_in, h_out = holes(p_in), holes(p_out)
v_in, v_out = 0.5 * (1 + h_in), 0.5 * (1 + h_out)
b = ratio + 2
log_term = np.log((2 + b * h_out) / (2 + b * h_in))
flux_closed = 0.5 * ratio * (3 * (h_out - h_in) / b
                             + (2 - 6 / b) / b * log_term)
k_closed = d_vac * donor_fraction * flux_closed
assert abs(k_closed / k_wagner - 1) < 1e-6
assert k_wagner < min(k_ion_only, k_el_only)
flux_wagner = k_wagner / (d_vac * donor_fraction)

# ------------------ test: Poisson-Nernst-Planck, neutrality not assumed
# Starting guess only: neutral profile on a uniform grid.
h_grid = np.geomspace(h_in, h_out, 4001)
v_grid = 0.5 * (1 + h_grid)
mu_grid = np.log(v_grid * h_grid**2)
depth = cumulative_trapezoid(series(4 * v_grid, ratio * h_grid), mu_grid,
                             initial=0)
depth /= depth[-1]
mesh = np.linspace(0, 1, 401)
h_guess = np.interp(mesh, depth, h_grid)
v_guess = 0.5 * (1 + h_guess)
u_guess = (np.gradient(v_guess, mesh) - flux_wagner) / (2 * v_guess)
state = np.array([v_guess, h_guess, u_guess])
vacancy_flux = [-flux_wagner]
screening = [0.04, 0.02, 0.01]    # screening length / thickness
flux_errors, eta_errors = [], []
for lam in screening:
    def transport(x, y, par, lam=lam):
        v, h, u = y               # u = gradient of e*phi/kT
        j = par[0]                # vacancy flux; hole flux 2j: zero current
        return np.array([-j + 2 * v * u, -2 * j / ratio - h * u,
                         -(h + 1 - 2 * v) / lam**2])

    def ends(left, right, par):
        return np.array([left[0] - v_in, left[1] - h_in,
                         right[0] - v_out, right[1] - h_out])

    sol = solve_bvp(transport, ends, mesh, state, p=vacancy_flux,
                    tol=1e-7, max_nodes=40000)
    assert sol.success, sol.message
    fine = np.linspace(0, 1, 20001)
    profile = sol.sol(fine)
    assert profile[:2].min() > 0
    mesh, state, vacancy_flux = sol.x, sol.y, sol.p
    flux_errors.append(-sol.p[0] / flux_wagner - 1)
    drop = -(np.log(h_out / h_in) + trapezoid(profile[2], fine))
    eta_errors.append(drop / eta_drop - 1)
assert abs(flux_errors[-1]) < 5e-3 and abs(eta_errors[-1]) < 5e-3
assert abs(flux_errors[0]) > 2.5 * abs(flux_errors[1])
assert abs(flux_errors[1]) > 2.5 * abs(flux_errors[2])

# ------------- test: two mobile ions, separate conservation of M and O
# Reduced units e = 1, oxide MO2 (cation charge 4), conductivities vary with x.
charge, cells = 4, 40
dx = 1 / cells
xc = (np.arange(cells) + 0.5) * dx
s_m, s_o, s_e = 0.8 - 0.6 * xc, 0.3 + 0.9 * xc**2, 0.2 + 2 * xc
delta_mu = 3.0


def ion_fluxes(unknown, mu_right):
    mu = np.concatenate([[0], unknown[:cells - 1], [mu_right]])
    eta_e = np.concatenate([[0], unknown[cells - 1:]])
    eta_m = -0.5 * charge * mu - charge * eta_e
    eta_o = mu + 2 * eta_e
    jm = -s_m / charge**2 * np.diff(eta_m) / dx
    jo = -s_o / 4 * np.diff(eta_o) / dx
    je = -s_e * np.diff(eta_e) / dx
    return jm, jo, je


def balance(unknown, mu_right):
    jm, jo, je = ion_fluxes(unknown, mu_right)
    return np.concatenate([np.diff(jo) - 0.5 * charge * np.diff(jm),
                           charge * jm - 2 * jo - je])


size = 2 * cells - 1
matrix = np.array([balance(row, 0.0) for row in np.eye(size)]).T
answer = np.linalg.solve(matrix, -balance(np.zeros(size), delta_mu))
jm, jo, je = ion_fluxes(answer, delta_mu)
grow_outer, grow_inner = jm[-1], -2 / charge * jo[0]
grow_inside = -np.sum(np.diff(jm))
growth = grow_outer + grow_inner + grow_inside
resistance = np.sum(dx / series(s_m + s_o, s_e))
growth_formula = delta_mu / (2 * charge * resistance)
assert abs(growth / growth_formula - 1) < 1e-9
assert abs(jm[0] / jm[-1] - 1) > 0.2      # cation flux is not uniform


# ------------- test: moving boundary with storage of defects in the scale
def rate_with_storage(fraction):
    """Reduced rate constant from the similarity solution, s = x/X."""
    def rhs(v, y, kappa):
        h = 2 * v - 1
        diffusivity = ratio * (h + 4 * v) / (4 * v + ratio * h)
        return [diffusivity / y[1], -y[0] * fraction * kappa]

    def miss(kappa):
        start = [1.0, kappa * (1 - fraction * v_out)]
        run = solve_ivp(rhs, (v_out, v_in), start, args=(kappa,),
                        method="DOP853", rtol=1e-11, atol=1e-13)
        assert run.success
        return run.y[0, -1]
    return brentq(miss, 0.7 * flux_wagner, 1.5 * flux_wagner, xtol=1e-12)


storage_small = rate_with_storage(donor_fraction) / flux_wagner - 1
storage_large = rate_with_storage(10 * donor_fraction) / flux_wagner - 1
assert 0 < storage_small < donor_fraction * v_out
assert abs(storage_large / storage_small / 10 - 1) < 0.05

# ------------------------------------------------------------ printed results
h_cross = 2 / (ratio - 2)
p_cross = (donor_fraction**3 * 0.5 * (1 + h_cross) * h_cross**2
           / mass_action)**2
s1, s2 = conductivities(p_cross)
assert abs(s1 / s2 - 1) < 1e-8
thickness = 10e-6
time = 100 * 3600.0
current = 2 * e * k_wagner / (omega_o * thickness)
debye = np.sqrt(relative_permittivity * const.epsilon_0 * kT
                / (e**2 * donor_density))
print(f"temperature: {temperature:.0f} K; kT = {kT/e:.5f} eV")
print(f"oxide volume per O atom: {omega_o*1e30:.1f} cubic angstrom")
print(f"donor fraction: {donor_fraction:.1e} per formula unit")
print(f"donor density: {donor_density:.3e} m^-3")
print(f"vacancy diffusivity: {d_vac:.1e} m^2/s")
print(f"hole diffusivity: {d_hole:.1e} m^2/s; ratio R = {ratio:.0f}")
print(f"mass-action constant at 1 bar: {mass_action:.1e} (site fraction^3)")
print(f"O2 pressure, metal side: {p_in:.1e} bar; gas side: {p_out:.1f} bar")
print(f"mu_O difference: {0.5*kT/e*np.log(p_out/p_in):.4f} eV")
print(f"holes per donor, metal side: {h_in:.4e}; gas side: {h_out:.4f}")
print(f"vacancies per donor, metal side: {v_in:.4f}; gas side: {v_out:.4f}")
print("p(O2)/bar, s_ion, s_el, s_ion*s_el/(s_ion+s_el) in S/m:")
for p in (1e-11, 1e-8, 1e-4, 1.0):
    si, se = conductivities(p)
    print(f"  {p:.0e}  {si:.4e}  {se:.4e}  {series(si, se):.4e}")
print(f"pressure where s_ion = s_el: {p_cross:.3e} bar")
print(f"integral over ln p: {integral_lnp(series):.5e} S/m")
print(f"prefactor Omega_O kT/(8 e^2): {prefactor:.5e} m^3/(S s)")
print(f"k, Wagner integral: {k_wagner:.5e} m^2/s")
print(f"k, closed form: {k_closed:.5e} m^2/s")
print(f"logarithm in closed form: {log_term:.5f}")
print(f"reduced rate k/(D_v * donor fraction): {flux_wagner:.5f}")
print(f"k if only s_ion limited: {k_ion_only:.4e} m^2/s")
print(f"k if only s_el limited: {k_el_only:.4e} m^2/s")
print(f"eta_e(gas side) - eta_e(metal side): {eta_drop*kT/e:.4f} eV")
print(f"ionic current density at X = 10 micrometre: {current:.4f} A/m^2")
print(f"growth rate at X = 10 micrometre: {k_wagner/thickness*1e9:.4f} nm/s")
print(f"thickness after 100 h from X0 = 0: "
      f"{np.sqrt(2*k_wagner*time)*1e6:.2f} micrometre")
print(f"relative permittivity: {relative_permittivity:.0f}")
print(f"screening length: {debye*1e9:.3f} nm")
print("Poisson-Nernst-Planck against Wagner, relative deviations:")
for lam, fe, ee in zip(screening, flux_errors, eta_errors):
    print(f"  screening length/X = {lam:.2f}: flux {fe:.3e}, eta_e {ee:.3e}")
print("two-ion network (charge 4), shares of total growth:")
print(f"  outer {grow_outer/growth:.4f}, inside {grow_inside/growth:.4f}, "
      f"inner {grow_inner/growth:.4f}")
print(f"  growth, network: {growth:.6f}; formula: {growth_formula:.6f} "
      "(reduced units)")
print(f"storage correction to k, donor fraction 0.001: {storage_small:.3e}")
print(f"storage correction to k, donor fraction 0.01: {storage_large:.3e}")
print("all tests passed")
```

Printed output:

```
temperature: 1300 K; kT = 0.11203 eV
oxide volume per O atom: 20.0 cubic angstrom
donor fraction: 1.0e-03 per formula unit
donor density: 5.000e+25 m^-3
vacancy diffusivity: 1.0e-11 m^2/s
hole diffusivity: 1.0e-09 m^2/s; ratio R = 100
mass-action constant at 1 bar: 2.0e-10 (site fraction^3)
O2 pressure, metal side: 1.0e-11 bar; gas side: 1.0 bar
mu_O difference: 1.4187 eV
holes per donor, metal side: 1.1241e-03; gas side: 0.5140
vacancies per donor, metal side: 0.5006; gas side: 0.7570
p(O2)/bar, s_ion, s_el, s_ion*s_el/(s_ion+s_el) in S/m:
  1e-11  1.4318e-03  8.0380e-05  7.6108e-05
  1e-08  1.4392e-03  4.5085e-04  3.4330e-04
  1e-04  1.5180e-03  4.3899e-03  1.1280e-03
  1e+00  2.1653e-03  3.6756e-02  2.0449e-03
pressure where s_ion = s_el: 1.129e-06 bar
integral over ln p: 2.19957e-02 S/m
prefactor Omega_O kT/(8 e^2): 1.74802e-12 m^3/(S s)
k, Wagner integral: 3.84489e-14 m^2/s
k, closed form: 3.84489e-14 m^2/s
logarithm in closed form: 3.24800
reduced rate k/(D_v * donor fraction): 3.84489
k if only s_ion limited: 6.8946e-14 m^2/s
k if only s_el limited: 2.8125e-13 m^2/s
eta_e(gas side) - eta_e(metal side): -0.3330 eV
ionic current density at X = 10 micrometre: 61.6019 A/m^2
growth rate at X = 10 micrometre: 3.8449 nm/s
thickness after 100 h from X0 = 0: 166.38 micrometre
relative permittivity: 10
screening length: 1.113 nm
Poisson-Nernst-Planck against Wagner, relative deviations:
  screening length/X = 0.04: flux 1.406e-03, eta_e 7.093e-04
  screening length/X = 0.02: flux 3.570e-04, eta_e 1.799e-04
  screening length/X = 0.01: flux 8.982e-05, eta_e 4.545e-05
two-ion network (charge 4), shares of total growth:
  outer 0.1498, inside 0.5755, inner 0.2747
  growth, network: 0.177306; formula: 0.177306 (reduced units)
storage correction to k, donor fraction 0.001: 6.218e-04
storage correction to k, donor fraction 0.01: 6.253e-03
all tests passed
```
